# Why reverse substrate bias widens inversion-layer subbands at fixed density

Suppose the subband levels of a silicon inversion layer have been calculated at zero substrate bias, and the mobility or gate capacitance is now needed under reverse bias at the same inversion density. Can the old levels and wavefunctions be reused? In the example treated here they cannot: 3 V of reverse bias raises the spacing of the two lowest levels in one valley ladder from 55 to 75 meV, with the electron density unchanged. The well must be solved again with the depletion charge that belongs to the new bias.

## What is held fixed

Electrons lie at the surface of p-type silicon, with the oxide at $z=0$ and $z$ pointing into the semiconductor. The substrate is biased negative relative to the source by $V_{\rm r}>0$. The inversion density $N_s$ is held fixed by raising the gate voltage. The depletion density $N_d$, the number of ionised acceptors per unit area, is free to change.

The model is the Hartree, effective-mass model with a hard oxide wall and uniform acceptor density $N_A$. The source sets a flat electron quasi-Fermi level through the inversion layer, so the current to the substrate is taken as negligible. The electron potential energy is $U(z)$, with $U(0)=0$ at the surface conduction edge, and $e>0$. The normal field pulls electrons towards the oxide with force $U'(z)=eF(z)$.

On a (100) surface, two valleys have the heavy normal mass and four have the light one. Each set forms a ladder of subbands. Unless stated otherwise, $E_0$, $E_1$ and $m$ refer to the heavy-mass ladder.

## From bias to depletion charge

Deep in the substrate, the hole quasi-Fermi level lies $\delta$ above the valence edge, and so $E_g-\delta$ below the conduction edge. Reverse bias puts the electron quasi-Fermi level $eV_{\rm r}$ below the hole level. At the surface, the electron level lies at $E_F$ relative to the conduction edge. Adding these separations gives the total band bending

$$B=E_g-\delta+eV_{\rm r}+E_F .$$

Part of $B$ falls across the inversion charge. Let $P_{\rm occ}(z)$ be the fraction of inversion electrons lying beyond $z$. Their contribution to the force is $e^2N_sP_{\rm occ}/\varepsilon$. Since $\int_0^\infty P_{\rm occ}\,dz=\bar z$, their mean depth, this part of the bending is $e^2N_s\bar z/\varepsilon$.

The rest, $e\phi$, falls across the depletion layer, where holes partly neutralise the acceptors near the inner edge. Multiplying Poisson's equation by the field and integrating over potential gives

$$F_d^2=\frac{2eN_A}{\varepsilon}\int_0^\phi\left(1-e^{-e\varphi/kT}\right)d\varphi
\simeq\frac{2eN_A}{\varepsilon}\left(\phi-\frac{kT}{e}\right),$$

for $e\phi\gg kT$. With $F_d=eN_d/\varepsilon$ and $\psi_d=\phi-kT/e$, this becomes

$$N_d=\sqrt{\frac{2\varepsilon N_A\psi_d}{e}},\qquad
e\psi_d=B-\frac{e^2N_s\bar z}{\varepsilon}-kT .$$

Reverse bias enters $\psi_d$ almost volt for volt. The small departure comes from changes in $E_F$ and $\bar z$.

## From charge to normal field

By Gauss's law, the field at $z$ is set by the negative charge lying deeper. Within the depletion layer,

$$U'(z)=\frac{e^2}{\varepsilon}\left[N_d-N_Az+N_sP_{\rm occ}(z)\right].$$

Depletion charge added at fixed $N_A$ appears at the far edge of the depletion layer, beyond the electrons. Its direct contribution to the field is therefore the same at every depth in the channel. Inversion charge acts differently: its field is largest at the wall and vanishes behind the layer.

Differentiate at fixed $N_s$ and $N_A$:

$$\frac{\partial U'(z)}{\partial N_d}=\frac{e^2}{\varepsilon}g(z),\qquad
g(z)=1+N_s\frac{\partial P_{\rm occ}(z)}{\partial N_d}.$$

The 1 is the direct gain. The second term is feedback: a stronger field draws the electrons inwards, fewer remain beyond a given $z$, and their field there falls.

## From field to spacing

For a normalised state $u_i$, the first-order energy change is the expectation value of the change in potential. This holds in the self-consistent well too, provided that the full change of $U$ is used. Since $U(0)$ is fixed,

$$\frac{dE_i}{dN_d}=\frac{e^2}{\varepsilon}\int_0^\infty u_i^2(z)\int_0^z g(z')\,dz'\,dz .$$

Exchange the order of integration. For a given $z'$, the outer variable runs from $z'$ to infinity, which gives $P_i(z')$, the probability that state $i$ lies beyond $z'$. Subtracting the two levels,

$$\boxed{\frac{d(E_1-E_0)}{dN_d}=\frac{e^2}{\varepsilon}\int_0^\infty g(z)\,[P_1(z)-P_0(z)]\,dz.}$$

If feedback is ignored, $g=1$ and the integral is $z_1-z_0$, the difference in mean depth. The excited electron sits farther from the wall, so a stronger inward force costs it more energy. With feedback, the spacing must rise if $g>0$ and $P_1>P_0$ at every depth. These conditions are sufficient, not necessary.

## Why the excited state lies farther out

The second condition can be proved for two bound states of equal mass in an increasing, concave well. The Hartree well is of this kind, because electrons and acceptors are both negative and $U'$ falls with depth.

Take $u_0>0$, and let $u_1$ be positive before its node and negative after it. Define $w=u_1'u_0-u_1u_0'$. Schrödinger's equation gives

$$w'=-\frac{2m}{\hbar^2}(E_1-E_0)u_1u_0 .$$

Thus $w$ starts at zero, falls up to the node, and rises back to zero at infinity. It is negative in between. Since $(u_1/u_0)'=w/u_0^2$, the ratio $u_1/u_0$ falls steadily, and its square falls to zero at the node and then rises.

The value of this squared ratio at the wall is $[u_1'(0)/u_0'(0)]^2$. To find the slopes, multiply $u_i''=(2m/\hbar^2)(U-E_i)u_i$ by $2u_i'$, integrate over $z$, and integrate the right side by parts. The boundary terms in $u_i^2$ vanish, leaving

$$u_i'(0)^2=\frac{2m}{\hbar^2}\langle U'\rangle_i .$$

In a triangular well $U'$ is constant, so both slopes are equal and the ratio starts at 1. It drops below 1 at once. Because both states are normalised, it must later exceed 1, and it crosses 1 once. Hence $\rho=u_1^2-u_0^2$ is first negative and then positive. Beyond the crossing, $P_1-P_0=\int_z^\infty\rho\,dz'$ is plainly positive. Before it, the same quantity equals $-\int_0^z\rho\,dz'$, again positive.

Now deform the triangle into the actual well: $U_t'=(1-t)f+tU'$, with constant $f>0$ and $0\le t\le1$. Since $\int\rho_t\,dz=0$, the constant part drops out:

$$\langle U_t'\rangle_1-\langle U_t'\rangle_0=tA(t),$$

$$A(t)=\int_0^\infty U'\rho_t\,dz=\int_0^\infty U''(P_1-P_0)_t\,dz .$$

At $t=0$ the triangular order and $U''\le0$ make $A$ negative. If $A$ first reached zero at some later $t$, the wall slopes would be equal there. The single-crossing argument would then give $P_1>P_0$ and hence $A<0$, a contradiction. So $A$ stays negative, the excited state has the smaller wall slope, the squared ratio starts below 1, and the order holds in the actual well.

Concavity matters. For the convex half-oscillator $U=(0.001\ {\rm eV/nm^2})z^2$ with the heavy mass, the smallest value of $P_1-P_0$ is $-0.0185$. The order then fails near the wall, although this does not by itself reverse the change of spacing.

## How strong is the feedback?

A one-subband estimate shows what controls it. Take the trial density $p(z)=b^3z^2e^{-bz}/2$ and neglect $N_Az$ across the layer. The kinetic energy is $\hbar^2b^2/8m$ and the mean depth is $3/b$. With $x=bz$, the fraction beyond $z$ is $P=e^{-x}(1+x+x^2/2)$. The Hartree energy per electron, with the factor one half that avoids double counting, is

$$\frac{e^2N_s}{2\varepsilon}\int_0^\infty P^2dz
=\frac{e^2N_s}{2\varepsilon b}\,\frac{33}{16}.$$

The energy to be minimised is therefore

$$\mathcal E(b)=\frac{\hbar^2b^2}{8m}+\frac{3e^2}{\varepsilon b}N_*,
\qquad N_*=N_d+\frac{11}{32}N_s .$$

Setting $d\mathcal E/db=0$ gives

$$b^3=\frac{12me^2N_*}{\varepsilon\hbar^2}.$$

Thus $\partial b/\partial N_d=b/(3N_*)$. Since $dP/dx=-x^2e^{-x}/2$,

$$-N_s\frac{\partial P}{\partial N_d}=\frac{N_s}{6N_*}x^3e^{-x}.$$

The maximum is at $x=3$, where the feedback is $9N_s/[2\exp(3)N_*]$. As $N_d\to0$ it tends to 0.652, so within this estimate $g$ stays positive. A large depletion charge makes the feedback small.

This is not a bound on the full problem. For the zero-bias densities of the example below, the estimate gives 0.25, while the self-consistent solution at 10 K gives 0.30. At 300 K the peak feedback is $1-0.607=0.393$. At fixed $N_s$ and $N_d$, temperature enters this model only through the subband occupations, so the increase comes from thermal occupation of higher subbands. More precisely, it comes from electrons changing subband as $N_d$ varies: with the 300 K occupations held fixed, the peak feedback is only 0.22, below the 10 K value.

The sign of $g$ was also tested at 300 K for $N_s=0.5$, 2 and $5\times10^{12}\ {\rm cm^{-2}}$, each with $N_d=1$ and $2\times10^{12}\ {\rm cm^{-2}}$. The smallest value was 0.391, and the spacing rose with $N_d$ in all six cases. Outside this range, $g$ should be calculated.

## How large is the effect?

The example has $N_A=10^{17}\ {\rm cm^{-3}}$, $N_s=2\times10^{12}\ {\rm cm^{-2}}$, a 5 nm oxide and a temperature of 300 K. The normal masses are 0.916 and 0.190 free-electron masses. Both ladders and their thermal occupation are included. Intermediate biases are in the numerical output.

At zero bias $\psi_d=0.935$ V and $N_d=1.10\times10^{12}\ {\rm cm^{-2}}$. At 3 V $\psi_d=3.99$ V, so

$$N_d=1.10\sqrt{\frac{3.99}{0.935}}\times10^{12}
=2.27\times10^{12}\ {\rm cm^{-2}}.$$

The depletion field rises from 0.170 to 0.351 MV/cm, and the surface field from 0.479 to 0.661 MV/cm. The difference between surface and depletion fields stays near 0.31 MV/cm because $N_s$ is fixed.

The spacing $E_1-E_0$ rises from 55.1 to 74.5 meV, by 19.5 meV or 35% of its zero-bias value. (The 0.05 nm mesh leaves both spacings low by 0.01 to 0.02 meV, so the second rounds to 74.6 meV when converged.) The mean electron depth falls from 2.52 to 1.85 nm. With $kT=25.9$ meV, the spacing grows from 2.1 to 2.9 times the thermal energy, and the share of electrons in the lowest subband rises from 0.53 to 0.70. A transport calculation at fixed $N_s$ therefore needs new occupations as well as new wavefunctions.

The slope formula shows where the rise comes from. At zero bias $z_0=1.671$ nm and $z_1=3.321$ nm, each low by about 0.001 nm because of the mesh. A depletion density of $10^{12}\ {\rm cm^{-2}}$ adds a force of $0.170/1.10=0.155$ MV/cm, or 15.5 meV/nm (15.47 before rounding). The direct slope is thus

$$15.47\times(3.321-1.671)\simeq25.5$$

in meV per $10^{12}\ {\rm cm^{-2}}$. Feedback removes 8.7 and leaves 16.8. Re-solving the well at slightly different $N_d$ gives the same net slope. Using frozen zero-bias electrons would overstate the initial response by about half.

The light-mass ladder also matters. Its lowest level $E_0'$ lies 51.9 meV above $E_0$ at zero bias, slightly below $E_1$, and 70.0 meV above at 3 V. The slope formula still applies with $P_{0'}$ in place of $P_1$, but the proof of order does not, since it assumed equal masses. The rise of this gap is a computed result, and its size depends on the hard wall more than $E_1-E_0$ does, as noted under neglected effects.

## A quick estimate and its limit

In a triangular well with constant force $f$, the length $\ell=(\hbar^2/2mf)^{1/3}$ turns Schrödinger's equation into Airy's equation. The hard wall selects the Airy zeros $-a_1,-a_2,\ldots$, so

$$E_1-E_0=(a_2-a_1)f\ell
=(a_2-a_1)\left(\frac{\hbar^2f^2}{2m}\right)^{1/3}.$$

The spacing grows as $f^{2/3}$. A reasonable $f$ is the mean force on the inversion electrons. With $p=-dP_{\rm occ}/dz$, the mean of $P_{\rm occ}$ is $\int pP_{\rm occ}\,dz=1/2$. Neglecting $N_Az$,

$$f=\frac{e^2}{\varepsilon}\left(N_d+\frac{N_s}{2}\right).$$

This gives 61.7 meV at zero bias and 82.9 meV at 3 V, respectively 12% and 11% above the self-consistent spacings. The ratio of the two estimates is 1.34, against 1.35 from the full calculation. For this example, the triangle serves better for scaling a known spacing than for finding its absolute value.

## What changes at fixed gate voltage

Holding $N_s$ requires a higher gate-source voltage. The oxide drop is $e(N_s+N_d)/C_{\rm ox}$, with $C_{\rm ox}$ the oxide capacitance per area, and the conduction edge moves by $\Delta E_F$ relative to the source level. Hence

$$\Delta V_{GS}=\frac{e\,\Delta N_d}{C_{\rm ox}}+\frac{\Delta E_F}{e}.$$

From 0 to 3 V of reverse bias, this is 0.305 V. If the gate voltage is not raised, $N_s$ falls and the comparison is a different one.

A useful control replaces inversion charge by an equal depletion charge, so that the surface field stays at its zero-bias value. With $N_d$ set to its 3 V value and $N_s$ reduced to $0.83\times10^{12}\ {\rm cm^{-2}}$, the spacing is 68.9 meV, still well above 55.1 meV. The surface field alone therefore does not fix the spacing. Depletion field persists through the layer, whereas inversion field is screened within it. This control approximates the fixed-gate case when the change in $E_F$ is small compared with the oxide drop.

## Real devices and neglected effects

These parameters are rough values for an older, long-channel bulk transistor. More strongly scaled bulk devices have higher channel doping and thinner oxides, and 3 V is a large body bias for low-voltage circuits. At 1 V the calculated rise is 8.3 meV, or 15%. The doping may also be non-uniform. With the depletion edge at depth $W$, charge added there obeys $dN_d=\varepsilon\,d\psi_d/(eW)$. A heavily doped buried layer holds the edge back, so $N_d$ grows more than in uniform material; lighter doping below the channel lets the edge run deeper, so $N_d$ grows less. If lighter doping made $N_d$ grow by half as much as in the 3 V example, the initial slope would give a rise of about $16.8\times0.585\simeq10$ meV instead of 19.5 meV. A measured or simulated $N_d(V_{\rm r})$ should then replace the square-root law.

Three omitted contributions were sized to first order with the Hartree states. The well was not allowed to readjust, which can change the shifts appreciably, so the figures indicate size only:

- The image potential changes the spacing by $-4.9$ meV at zero bias and $-5.0$ meV at 3 V. It repels electrons from the oxide and raises the ground state more.
- Local-density exchange changes it by $+3.6$ and $+4.9$ meV. This is a zero-temperature estimate that places all electrons in the two heavy-mass valleys, and correlation is left out.
- Penetration into the oxide changes it by about $+0.9$ meV at both biases, for a rough barrier of 3.1 eV and oxide mass of half the free-electron mass.

Absolute spacings may thus be off by several meV. At first order the bias-induced changes of these terms have magnitudes adding to about 1.4 meV. When each term is included self-consistently the changes become about $-0.5$, $+1.7$ and $+0.6$ meV, adding in magnitude to about 2.8 meV, and the penetration shift itself turns to $-0.6$ meV at zero bias and near zero at 3 V. Band non-parabolicity, roughly $0.5\ {\rm eV^{-1}}$ in silicon, lowers the rise by about another 1 meV. All of this stays well below the 19.5 meV rise. The light-mass ladder is more sensitive: oxide penetration lowers the gap $E_0'-E_0$ to about 43 and 56 meV, and the lowest-subband shares to about 0.46 and 0.60.

The junction must also withstand the bias. At 3 V the oxide field is 1.98 MV/cm, below a rough breakdown field of 10 MV/cm. With rough material coefficients, the electron impact-ionisation integral across the depletion layer is 0.09, and the band-to-band tunnelling factor is about $\exp(-66)$. These figures describe the uniform region under the channel, not the more abrupt junctions near source and drain, where leakage may set the usable bias.

## What to do in a calculation

1. State whether $N_s$ or the gate voltage is held fixed.
2. Obtain $N_d$ from the substrate bias and the actual doping profile, and use it to set the field behind the inversion layer.
3. Solve again for wavefunctions, potential and occupations together. A rigid shift of the old levels misses the change of spacing, and frozen inversion charge exaggerates it.
4. For a quick correction at fixed $N_s$ in a similar bulk layer, scale a known spacing by $(N_d+N_s/2)^{2/3}$, then check one biased point self-consistently. The scaling understates the rise, by 3 to 6% at $N_A=10^{17}\ {\rm cm^{-3}}$ for $N_s$ from 0.5 to $10\times10^{12}\ {\rm cm^{-2}}$, and by 14 to 24% at $10^{18}\ {\rm cm^{-3}}$ and 1 V for $N_s$ of 2 and $10\times10^{12}\ {\rm cm^{-2}}$. It should not be used when $N_s$ changes: for the fixed-surface-field control it gives 64.9 meV instead of 68.9 meV.
5. If the body is fully depleted, do not use the square-root law: $N_d$ can no longer grow by widening the depletion layer, and the field at the back face must be calculated instead.

## Calculated quantities

```
Temperature 300 K; thermal energy 25.85 meV
Acceptors 1.00e+17 cm^-3; inversion density 2.00e+12 cm^-2
Normal masses: heavy 0.916, light 0.190 m0
Permittivities: Si 11.7, oxide 3.9
Gap 1.12 eV; bulk Fermi level above valence 0.148 eV
Reverse bias 0 V:
  depletion drop 0.935 V; width 110.0 nm
  depletion density 1.100 x10^12 cm^-2
  depletion field 0.170 MV/cm; surface 0.479 MV/cm
  E0 99.08 meV; E1-E0 55.06 meV
  light-ladder E0'-E0 51.93 meV
  lowest-subband share 0.531; mean depth 2.520 nm
Reverse bias 1 V:
  depletion drop 1.962 V; width 159.3 nm
  depletion density 1.593 x10^12 cm^-2
  depletion field 0.246 MV/cm; surface 0.556 MV/cm
  E0 109.81 meV; E1-E0 63.36 meV
  light-ladder E0'-E0 59.68 meV
  lowest-subband share 0.610; mean depth 2.156 nm
Reverse bias 2 V:
  depletion drop 2.978 V; width 196.2 nm
  depletion density 1.962 x10^12 cm^-2
  depletion field 0.303 MV/cm; surface 0.613 MV/cm
  E0 117.62 meV; E1-E0 69.50 meV
  light-ladder E0'-E0 65.37 meV
  lowest-subband share 0.663; mean depth 1.969 nm
Reverse bias 3 V:
  depletion drop 3.990 V; width 227.1 nm
  depletion density 2.271 x10^12 cm^-2
  depletion field 0.351 MV/cm; surface 0.661 MV/cm
  E0 124.00 meV; E1-E0 74.54 meV
  light-ladder E0'-E0 70.03 meV
  lowest-subband share 0.702; mean depth 1.845 nm
Rise of E1-E0, 0 to 3 V: 19.48 meV (35.4 %)
Mean depths at 0 V: z0 1.671 nm, z1 3.321 nm
Spacing slopes at 0 V, meV per 10^12 cm^-2:
  direct 25.515; feedback -8.678
  net formula 16.836; re-solved 16.836
Smallest field gain g at 0 V: 0.607
Smallest field gain g in density scan: 0.391
Peak feedback at 10 K: 0.301; trial 0.251
Trial feedback limit without depletion charge: 0.652
Convex-well minimum of P1-P0: -0.0185
Triangle estimate with half Ns, 0 V: 61.71 meV
Triangle estimate with half Ns, 3 V: 82.94 meV
Fixed-surface-field control: Ns 0.828 x10^12 cm^-2
  control E1-E0 68.92 meV
Gate-source rise to hold Ns, 5 nm oxide: 0.305 V
Oxide field at 3 V: 1.98 MV/cm
Omitted shifts of E1-E0 at 0 V and 3 V:
  image: -4.89, -5.02 meV
  exchange (0 K LDA): 3.64, 4.88 meV
  oxide penetration: 0.90, 0.86 meV
Electron impact-ionisation integral at 3 V: 0.092
Band-to-band tunnelling exponent at 3 V: 66.1
```
